# Delay of a Line Whose Neighbours Switch With or Against It

## Problem

Three identical parallel wires lie side by side. Each has length $L=100$ µm, total resistance $R=500\ \Omega$ and total capacitance to ground $C=5$ fF, both spread uniformly. The middle wire, called the victim, also has a distributed coupling capacitance $kC$ to each outer wire, with $k=1$: coupling equals ground capacitance. The outer wires have no other neighbours. Each wire is driven at $x=0$ through a resistance $R_d=750\ \Omega$ and is open at $x=L$. Inductance and receiver capacitance are neglected.

All wires start in equilibrium. At $t=0$ the victim's source steps from 0 to the supply voltage. At the same instant the neighbours' sources either step the same way, remain quiet, or step the opposite way. Compare the victim's far-end delays in the three cases, using

1. the area delay $T=\int_0^\infty(1-v)\,dt$;
2. the 50% delay $t_{50}$, at which $v=1/2$. This is the relevant delay if the next repeater is modelled as switching at half the supply.

Here $v$ is the change of the victim's voltage since $t=0$, in units of the supply. The change on either neighbour is $u$; the two are equal by symmetry. The final values are $v=1$ and $u=\sigma$, with $\sigma=+1,0,-1$ for switching with, quiet and opposite.

## A tempting solution

The charging current into one coupling capacitor is proportional to $kC\,\partial(v-u)/\partial t$. If the neighbour moves with the victim, $u=v$ and this current vanishes. If it is quiet, $u=0$ and the capacitor counts once. If it moves oppositely, $u=-v$ and it counts twice. With two neighbours and $k=1$, the effective capacitance is therefore

$$C,\qquad C+2C=3C,\qquad C+4C=5C .$$

Every delay of an RC line is proportional to its capacitance, so both delays must stand in the ratio $1:3:5$. A single line with capacitance $C$ has $t_{50}=3.59$ ps, so the other two values would be 10.77 ps and 17.95 ps.

## Where it fails

The argument prescribes $u$ at every instant, but a neighbour is a resistive wire that must obey its own equation. Let $i$ be the current along the victim. Ohm's law gives $i=-(L/R)\,\partial v/\partial x$, and $-\partial i/\partial x$ is the charging current per unit length. Combining these and multiplying by $L$ gives, for the victim and for one neighbour,

$$C\,v_t+2kC\,(v-u)_t=\frac{L^2}{R}\,v_{xx},$$
$$C\,u_t+kC\,(u-v)_t=\frac{L^2}{R}\,u_{xx},$$

where subscripts denote derivatives. The factor 2 appears only in the first equation because the victim has two neighbours, while each outer wire has one.

Now test the assumptions. Setting $u=0$ in the second equation leaves $-kC\,v_t=0$, which is false while the victim is switching. Setting $u=-v$ turns the first equation into one with capacitance $(1+4k)C$ and the second into one with capacitance $(1+2k)C$. The same waveform, apart from its sign, cannot satisfy both. Only $u=v$ is consistent: both equations then contain just $C$.

The factors 1, 3 and 5 do describe the initial and final states correctly. That is enough for the area delay, but not for the 50% delay.

## Solution for the area delay

The far-end voltage is the source voltage minus the drops across the driver and the wire:

$$1-v(L,t)=R_d\,i(0,t)+\frac{R}{L}\int_0^L i(x,t)\,dx .$$

Integrate over all time. The integral of $i(x,t)$ is the total charge that passes $x$, and all of it is stored beyond $x$. Between the initial and final states, the charge per unit length on the victim changes by

$$q=\frac{C}{L}\,(1)+2\,\frac{kC}{L}\,(1-\sigma)=\frac{C}{L}\,[1+2k(1-\sigma)] .$$

The charge passing $x$ is thus $q(L-x)$, and

$$T=R_d\,qL+\frac{R}{L}\,q\int_0^L(L-x)\,dx=R_d\,qL+\frac{R}{L}\,q\,\frac{L^2}{2}.$$

Inserting $q$ gives

$$T=\left(R_d+\frac R2\right)C\,[1+2k(1-\sigma)] .$$

With $R_d+R/2=1000\ \Omega$ and $C=5$ fF, the prefactor is 5 ps. For $k=1$ the area delays are 5, 15 and 25 ps, in the ratio $1:3:5$.

The neighbours' resistances do not appear, because only the end states entered. A discretized network with neighbour resistances (wire and driver together) of 0.001, 1 and 5 times the victim's confirmed this.

## Solution for the 50% delay

Here the coupled equations must be solved. Subtracting the second from the first, with $d=v-u$, gives

$$C\,d_t+[2k+k]\,C\,d_t=(1+3k)C\,d_t=\frac{L^2}{R}\,d_{xx}.$$

Adding twice the second to the first, with $s=v+2u$, cancels the coupling terms:

$$C\,s_t=\frac{L^2}{R}\,s_{xx}.$$

The wires have identical drivers and open ends, so $s$ and $d$ obey the same boundary conditions as a single wire, with source steps $1+2\sigma$ and $1-\sigma$.

Let $f(t)$ be the far-end response of one isolated wire of capacitance $C$ to a unit step. Capacitance enters the equation only in the product $C\,\partial/\partial t$, so multiplying it by $1+3k$ stretches time by that factor. At the far end,

$$s=(1+2\sigma)f(t),\qquad d=(1-\sigma)f\!\left(\frac{t}{1+3k}\right).$$

Since $s+2d=3v$ and $s-d=3u$,

$$v=\frac{(1+2\sigma)f(t)+2(1-\sigma)f\!\left(\frac{t}{1+3k}\right)}3,$$
$$u=\frac{(1+2\sigma)f(t)-(1-\sigma)f\!\left(\frac{t}{1+3k}\right)}3 .$$

This agrees with the area delay. The weights in $v$ add to 1, and the stretched response has $1+3k$ times the area delay of $f$. The weighted mean factor is

$$\frac{(1+2\sigma)+2(1-\sigma)(1+3k)}3=\frac{3+6k(1-\sigma)}3=1+2k(1-\sigma).$$

### The single-wire response

Let $w$ be one minus the voltage of the isolated wire, and let $y=1-x/L$ measure position from the open end. Then $RC\,w_t=w_{yy}$. No current flows at the open end, so $w_y=0$ at $y=0$. At the driver, $w=R_d\,i=-(R_d/R)\,w_y$ at $y=1$. The separated solutions are $\cos(zy)\,e^{-z^2t/RC}$, with

$$\cos z=\frac{R_d}{R}\,z\sin z .$$

Two such cosines $\phi_m,\phi_n$ with different roots are orthogonal. Integration by parts gives

$$(z_m^2-z_n^2)\int_0^1\phi_m\phi_n\,dy=\left[\phi_m\phi_n'-\phi_m'\phi_n\right]_0^1 .$$

The bracket vanishes at $y=0$ because both derivatives do, and at $y=1$ because both functions have the same ratio $\phi/\phi'=-R_d/R$. Expanding the initial value $w=1$ then gives

$$A_n=\frac{\int_0^1\cos(z_ny)\,dy}{\int_0^1\cos^2(z_ny)\,dy}
=\frac{\sin z_n/z_n}{\frac12+\frac{\sin2z_n}{4z_n}}
=\frac{4\sin z_n}{2z_n+\sin2z_n},$$

and, since $\cos(z_ny)=1$ at the far end,

$$f(t)=1-\sum_n A_n e^{-z_n^2t/RC}.$$

For this wire $RC=2.5$ ps, $z_1=0.73601$ and $A_1=1.08844$. The next root, $z_2=3.33868$, decays so much faster that its term is negligible at the crossing. Setting $f=1/2$ gives

$$t_{50}=\frac{RC}{z_1^2}\ln(2A_1)=\frac{2.5\ \text{ps}}{0.5417}\times0.7779=3.59\ \text{ps}.$$

### The three cases at $k=1$

With $\sigma=1$, $v=f(t)$ and $t_{50}=3.59$ ps.

With $\sigma=0$, $v=[f(t)+2f(t/4)]/3$. The numerical root is $t_{50}=8.92$ ps, where

$$v=\frac{0.84254+2(0.32873)}3=0.500 .$$

With $\sigma=-1$, $v=[-f(t)+4f(t/4)]/3$. The root is $t_{50}=19.47$ ps, where

$$v=\frac{-0.98400+4(0.62100)}3=0.500 .$$

The 50% delays therefore stand in the ratio $1:2.49:5.42$. Relative to these correct values, the tempting solution is 21% too high for quiet neighbours and 8% too low for opposite ones.

## Reading the result

The quiet neighbour is not held at its initial voltage along its length. The victim pulls it up, and its far end reaches a peak of 17% of the supply at 8.5 ps, close to the victim's crossing. At the crossing, $u=(0.84254-0.32873)/3=0.171$. The far-end coupling capacitors then carry a voltage change of $0.5-0.171=0.329$ instead of 0.5, so less charge has been needed there. The neighbour later returns to its initial voltage, and the victim must supply the remaining charge. This slow tail keeps the area delay at 15 ps although the crossing comes early.

Opposite neighbours run ahead of the victim, since each has one coupling partner while the victim has two. At the victim's crossing,

$$u=-\frac{0.98400+2(0.62100)}3=-0.742,$$

so the voltage change across each far-end coupling capacitor is 1.242, not the 1.0 of a mirror image. More charge has therefore been needed there by the time of the crossing. This alone does not fix the delay, which depends on the whole history of the neighbours' motion, as the limit of very strong neighbours below shows. The victim's far end even starts in the wrong direction: it falls to $-5.1\%$ of the supply at 1.9 ps before rising.

## When the 50% delays do follow 1:3:5

The simple factors hold for the whole waveform when the assumed $u$ is actually enforced. If the quiet neighbours are pinned at every point, $u=0$ and the victim's equation contains $(1+2k)C=3C$. In the network with neighbour resistances reduced a thousandfold, the quiet ratio was 3.000. If the wires form an array in which every wire has two oppositely switching neighbours, $u=-v$ is consistent by symmetry and each equation contains $(1+4k)C=5C$. A ring of four alternating wires gave 5.000.

Very strong opposite neighbours are a different limit. With vanishing resistance they jump to $u=-1$ at once. No charge has yet flowed along the victim, so at $k=1$ its voltage just after the jump satisfies

$$v+2(v+1)=0,\qquad v=-\tfrac23 .$$

The neighbours are fixed from then on, and the victim relaxes with capacitance $3C$ from a deviation of $5/3$:

$$1-v=\tfrac53\left[1-f(t/3)\right].$$

The area delay is $\tfrac53\times3=5$ times that of the single wire, as the charge argument requires. The 50% point needs $1-f(t/3)=0.3$, so with the leading term of the series

$$t_{50}=\frac{3RC}{z_1^2}\ln\frac{A_1}{0.3}\approx17.8\ \text{ps}.$$

This is slightly below the mirror-image value of 17.95 ps. The area delay is the same for strong, equal and mirror-image neighbours, while the crossing time depends on how the neighbours move.

The waveforms and 50% delays assume linear drivers and simultaneous steps. The area delay needs less: the victim's driver must be linear, but the neighbours may move in any way after $t=0$ as long as they settle at $u=\sigma$, because only the end states enter the charge argument. A receiver capacitance would add the same load in all three cases and pull the area-delay ratios below 3 and 5.

## Values computed for the example and the checks

```
Line length: 100 um
Resistance per length: 5.00 ohm/um
Ground capacitance per length: 0.050 fF/um
Line resistance R: 500 ohm
Driver resistance Rd: 750 ohm
Ground capacitance C: 5.00 fF
Coupling capacitance to each neighbour: 5.00 fF
Resistance Rd + R/2: 1000 ohm
Time RC: 2.500 ps
Single-line root z1: 0.73601 (dimensionless)
Single-line amplitude A1: 1.08844 (dimensionless)
Single-line root z2: 3.33868 (dimensionless)
Single-line amplitude A2: -0.11092 (dimensionless)
Single-line root z3: 6.38718 (dimensionless)
Single-line amplitude A3: 0.03199 (dimensionless)
Area delay, with: 5.000 ps
Area delay ratio, with: 1.000 (dimensionless)
50% delay, with: 3.590 ps
50% delay ratio, with: 1.000 (dimensionless)
50% delay from network, with: 3.590 ps
f(t) at that 50% delay, with: 0.50000 (dimensionless)
f(t/4) at that 50% delay, with: 0.10595 (dimensionless)
Area delay, quiet: 15.000 ps
Area delay ratio, quiet: 3.000 (dimensionless)
50% delay, quiet: 8.922 ps
50% delay ratio, quiet: 2.485 (dimensionless)
50% delay from network, quiet: 8.922 ps
f(t) at that 50% delay, quiet: 0.84254 (dimensionless)
f(t/4) at that 50% delay, quiet: 0.32873 (dimensionless)
Area delay, opposite: 25.000 ps
Area delay ratio, opposite: 5.000 (dimensionless)
50% delay, opposite: 19.475 ps
50% delay ratio, opposite: 5.425 (dimensionless)
50% delay from network, opposite: 19.475 ps
f(t) at that 50% delay, opposite: 0.98400 (dimensionless)
f(t/4) at that 50% delay, opposite: 0.62100 (dimensionless)
Ideal pinned-neighbour 50% delay: 10.770 ps
Ideal mirror-neighbour 50% delay: 17.950 ps
Network ratio, nearly pinned: 3.000 (dimensionless)
Network ratio, alternating ring: 5.000 (dimensionless)
Peak disturbance of quiet neighbour: 17.14 % of swing
Time of peak disturbance: 8.53 ps
Lowest victim voltage, opposite: -5.12 % of swing
Time of lowest victim voltage: 1.93 ps
```
